# Atomic virials and the heat flux of a Stillinger-Weber triplet

Three classical atoms $a=0,1,2$ interact through one three-body energy $U(\mathbf r_0,\mathbf r_1,\mathbf r_2)$, which is unchanged when all three are translated or rotated together. No external force acts. Each atom is assigned its kinetic energy and one third of $U$:

$$E_a=\tfrac12 m_a v_a^2+\tfrac13U .$$

The energy current integrated over volume is

$$\mathbf J=\frac{d\mathbf M}{dt},\qquad \mathbf M=\sum_a\mathbf r_aE_a .$$

Let $\mathbf F_a=-\partial U/\partial\mathbf r_a$, $\mathbf R=\frac13\sum_a\mathbf r_a$, $\mathbf x_a=\mathbf r_a-\mathbf R$ and $\mathbf V=\frac13\sum_a\mathbf v_a$. An atomic virial $W_a^{ij}$ enters the current as $\sum_{a,j}W_a^{ij}v_a^j$. Its sign is that of position times force, opposite to stress. The equal-thirds rule gives every atom the same tensor,

$$W_a^{ij}=\tfrac13\sum_b r_b^iF_b^j .$$

## (a) Derive the current from the energy balance. Which atomic virial does it require?

**Answer.** The product rule gives

$$\mathbf J=\sum_aE_a\mathbf v_a+\sum_a\mathbf r_aP_a,\qquad P_a=\frac{dE_a}{dt}.$$

Newton's law is $m_a\dot{\mathbf v}_a=\mathbf F_a$, so the kinetic energy of atom $a$ changes at the rate $\mathbf F_a\cdot\mathbf v_a$. The chain rule gives $dU/dt=-\sum_b\mathbf F_b\cdot\mathbf v_b$. Hence

$$P_a=\mathbf F_a\cdot\mathbf v_a-\tfrac13\sum_b\mathbf F_b\cdot\mathbf v_b .$$

Summing over $a$ gives $\sum_aP_a=0$: the triplet only passes energy among its atoms. Therefore $\sum_a\mathbf r_aP_a$ does not depend on the origin. Insertion of $P_a$ gives

$$\begin{aligned}
\sum_a\mathbf r_aP_a
&=\sum_a\mathbf r_a(\mathbf F_a\cdot\mathbf v_a)
-\Big(\tfrac13\sum_a\mathbf r_a\Big)\sum_b\mathbf F_b\cdot\mathbf v_b\\
&=\sum_a(\mathbf r_a-\mathbf R)(\mathbf F_a\cdot\mathbf v_a).
\end{aligned}$$

The required tensor is the centroid virial $W_a^{ij}=x_a^iF_a^j$, and

$$\boxed{\mathbf J=\sum_aE_a\mathbf v_a+\sum_a\mathbf x_a(\mathbf F_a\cdot\mathbf v_a)}.$$

The equal sharing of energy has fixed the reference point $\mathbf R$. It has not made the atomic virials equal.

## (b) What does the equal-thirds rule miss? Examine translation, rigid spin and a two-atom energy.

**Answer.** Contracting the common tensor with the three velocities gives

$$\sum_a\sum_j\tfrac13\sum_b r_b^iF_b^jv_a^j=\sum_b r_b^i(\mathbf F_b\cdot\mathbf V).$$

Translation invariance means $\sum_b\mathbf F_b=0$, so $\mathbf r_b$ may be replaced by $\mathbf x_b$ here. Subtracting from the centroid result leaves the missing flux

$$\boxed{\mathbf D=\sum_a\mathbf x_a\,\mathbf F_a\cdot(\mathbf v_a-\mathbf V)}.$$

In rigid translation $\mathbf v_a=\mathbf V$ and $\mathbf D=0$.

Now consider an instant at which the velocities are those of a rigid spin about the centroid, $\mathbf v_a=\boldsymbol\omega\times\mathbf x_a$ and $\mathbf V=0$. The equal-thirds virial flux is then zero. Rotation invariance gives $dU/dt=0$ at that instant, so $P_a=\mathbf F_a\cdot\mathbf v_a$. These individual powers need not vanish, and the centroid flux $\sum_a\mathbf x_aP_a$ records the exchange. Nonzero powers mean that the forces are changing the atoms' speeds, so the motion does not continue as a steady rigid spin.

For a pair energy shared in halves, the same derivation holds with $\frac13$ replaced by $\frac12$ and with $\mathbf R$, $\mathbf V$ averaged over two atoms. Since $\mathbf x_2=-\mathbf x_1$ and $\mathbf F_2=-\mathbf F_1$,

$$\mathbf D=\mathbf x_1\,\mathbf F_1\cdot(\mathbf v_1+\mathbf v_2-2\mathbf V)=0 .$$

An equal split of the virial is therefore correct for pairs, and a test on a pair potential cannot reveal the triplet error.

## (c) Evaluate both fluxes for a distorted N–B–N triplet, and decide between them by finite differences.

Atom 0 is boron (10.81 u); atoms 1 and 2 are nitrogen (14.01 u). With $l_1,l_2$ the two bond lengths and $\theta$ the angle between them, the Stillinger-Weber angular energy is

$$U=K(\cos\theta-c_0)^2\exp\!\left[\frac{\rho}{l_1-l_c}+\frac{\rho}{l_2-l_c}\right],\quad l_1,l_2<l_c,$$

with $K=5$ eV, $c_0=-0.5$, $\rho=0.050$ nm and $l_c=0.220$ nm. Take $l_1=0.150$ nm, $l_2=0.140$ nm, $\theta=110^\circ$, and

| Atom | Position (nm) | Velocity (nm/ps) |
|---|---|---|
| 0 | $(0,\ 0)$ | $(0.3,\,-0.2)$ |
| 1 | $(0.15000,\ 0)$ | $(-0.2,\ 0.5)$ |
| 2 | $(-0.04788,\ 0.13156)$ | $(0.4,\ 0.1)$ |

**Answer.** Let $\mathbf n_1,\mathbf n_2$ be unit vectors from boron to the nitrogens, $g=\cos\theta-c_0$, and $A=K$ times the exponential. Since $\partial\cos\theta/\partial\mathbf r_1=(\mathbf n_2-\cos\theta\,\mathbf n_1)/l_1$,

$$\mathbf F_1=-\frac{2gA}{l_1}(\mathbf n_2-\cos\theta\,\mathbf n_1)+\frac{U\rho}{(l_1-l_c)^2}\mathbf n_1 .$$

Exchanging 1 and 2 gives $\mathbf F_2$, and $\mathbf F_0=-\mathbf F_1-\mathbf F_2$. The numbers are $U=0.0327$ eV and, in eV/nm,

$$\begin{aligned}
\mathbf F_0&=(2.36468,\ 3.30356),\\
\mathbf F_1&=(0.33366,\,-2.59329),\\
\mathbf F_2&=(-2.69834,\,-0.71026).
\end{aligned}$$

The products $\mathbf F_a\cdot\mathbf v_a$ are $0.04869$, $-1.36338$ and $-1.15036$ eV/ps. Subtracting one third of their sum from each gives

$$P_0=0.87037,\quad P_1=-0.54170,\quad P_2=-0.32868\ \text{eV/ps}.$$

Boron gains energy from both nitrogens. Boron sits at the origin, so the virial flux is

$$\begin{aligned}
\sum_a\mathbf r_aP_a&=\big(0.15000(-0.54170)+(-0.04788)(-0.32868),\\
&\qquad 0.13156(-0.32868)\big)\\
&=(-0.0655,\,-0.0432)\ \text{eV nm/ps}.
\end{aligned}$$

For equal thirds, $\mathbf V=(0.16667,\,0.13333)$ nm/ps, and $\sum_b\mathbf r_b(\mathbf F_b\cdot\mathbf V)=(-0.0175,\,-0.0716)$ eV nm/ps.

The site energies, with kinetic terms converted to eV, are $0.018182$, $0.031954$ and $0.023242$ eV. They give the convective flux $\sum_aE_a\mathbf v_a=(0.0084,\,0.0147)$ eV nm/ps, common to both rules.

The deciding calculation uses no virial. Accelerations $\mathbf a_a$ come from central differences of $U$ with respect to position. With $h=10^{-6}$ ps, set

$$\mathbf r_a^\pm=\mathbf r_a\pm h\mathbf v_a+\tfrac12h^2\mathbf a_a,\qquad \mathbf v_a^\pm=\mathbf v_a\pm h\mathbf a_a,$$

and form $\mathbf J\approx(\mathbf M^+-\mathbf M^-)/(2h)$. The first omitted velocity term is even in $h$ and cancels at leading order; the first omitted position term is cubic. The truncation error is therefore of order $h^2$. The totals, in eV nm/ps, are

- finite difference: $(-0.0572,\,-0.0286)$;
- centroid: $(-0.0572,\,-0.0286)$;
- equal thirds: $(-0.0091,\,-0.0570)$.

The energy balance selects the centroid virial. The magnitudes, $1.02\times10^{-17}$ and $0.92\times10^{-17}$ W m, happen to be close, but the directions differ by about $54^\circ$. The missing vector $\mathbf D=(-0.0481,\,0.0284)$ eV nm/ps has 87% of the magnitude of the true total.

If the velocities are instead those of an anticlockwise rigid spin about the centroid at 5 rad/ps, the powers at that instant are $-0.044$, $-1.430$ and $1.474$ eV/ps. The centroid virial flux is $(-0.285,\,0.194)$ eV nm/ps, while equal thirds gives zero.

## (d) Can a pressure calculation detect the error? May the centroid tensor be transposed?

**Answer.** Summed over atoms, both rules give $W^{ij}=\sum_b r_b^iF_b^j$; for the centroid rule this follows from $\sum_b\mathbf F_b=0$. Under a small strain that changes $r_b^j$ by $\epsilon r_b^i$,

$$\delta U=-\epsilon\sum_b r_b^iF_b^j=-\epsilon W^{ij}.$$

Both rules thus give the same total virial and the same pressure, so a pressure calculation cannot detect the error.

The antisymmetric part of $W^{ij}$ is the total torque, which vanishes by rotation invariance. The torque on a single atom about $\mathbf R$ need not vanish, so a centroid tensor is generally not symmetric. In the example of (c) its off-diagonal elements differ by up to 0.295 eV. Transposition replaces $\mathbf x_a(\mathbf F_a\cdot\mathbf v_a)$ by $\mathbf F_a(\mathbf x_a\cdot\mathbf v_a)$ and gives $(0.046,\,0.129)$ instead of $(-0.066,\,-0.043)$ eV nm/ps. All tensor components must be stored, and the force index must meet the velocity.

## (e) Could a different sharing of $U$ justify the equal-thirds current? What follows for Green-Kubo conductivity?

**Answer.** Let smooth weights $w_a$ depend on positions, with $\sum_aw_a=1$. The new moment is $\mathbf M_w=\sum_a\mathbf r_a(\frac12m_av_a^2+w_aU)$. Kinetic terms cancel in the difference:

$$\mathbf M_w-\mathbf M=\mathbf G,\qquad \mathbf G=U\Big(\sum_aw_a\mathbf r_a-\mathbf R\Big),$$

so $\mathbf J_w=\mathbf J+d\mathbf G/dt$. The total equal-thirds current of (c) is $\mathbf J-\mathbf D$. If it equalled $\mathbf J_w$ for every position and velocity, then $\mathbf D=-d\mathbf G/dt$, and the integral of $\mathbf D$ round any closed path in configuration space would vanish.

Carry atom 1 anticlockwise round a circle of radius 0.010 nm centred on its position in (c), with the other atoms fixed. Because $\mathbf D$ is linear in velocity, the integral does not depend on the speed. Summation over 128 equally spaced angles gives

$$\oint\mathbf D\,dt=(0.00035,\,-0.00174)\ \text{eV nm}\ne0 .$$

No such sharing can justify the equal-thirds current.

This matters for conductivity. In equilibrium, the Green-Kubo integral is equivalent to the long-time growth rate of $\langle|\int_0^\tau\mathbf J\,dt|^2\rangle$. Suppose this grows in proportion to $\tau$. Adding $d\mathbf G/dt$ changes the time integral by $\mathbf G(\tau)-\mathbf G(0)$. If $\mathbf G$ has bounded variance, the cross term grows no faster than $\sqrt\tau$, so the conductivity is unchanged. The closed-path result shows that $\mathbf D$ is not the rate of change of any function of the positions, so it cannot be dismissed as a mere resharing of $U$. This does not determine the size or sign of the conductivity error.

## (f) How large is the missing flux in a thermal boron nitride flake?

Consider a planar flake of seven hexagons: 24 alternating B and N atoms, 30 bonds and 48 triplets. Bonds have the energy

$$\phi(l)=C\left[b(l_0/l)^4-1\right]e^{\rho/(l-l_c)},$$

where $C$ and $b$ are fixed by a minimum of $-4$ eV at $l_0=0.145$ nm. Pair energies are shared in halves and triplet energies in thirds.

**Answer.** Forces and powers add over interaction terms, so the virial fluxes add too. Each uses relative positions; in a periodic cell these must be taken from unwrapped or nearest-image vectors.

The matrix of second derivatives, found by finite differences of the forces, gives 45 in-plane vibrational modes. From these, 4000 classical harmonic states were drawn at 300 K. The root-mean-square of the summed $\mathbf D$ is $0.701\pm0.005$ of that of the triplet virial flux, and $0.246\pm0.003$ of that of the total virial flux. The uncertainties are standard errors. Convective flux is excluded because it depends on the zero of energy.

One state was followed for 0.10 ps by velocity-Verlet integration with a step of $5\times10^{-5}$ ps. The time-integrated centroid current matched the change of $\mathbf M$ to within $3.2\times10^{-6}$ eV nm; the equal-thirds current departed from it by up to $1.3\times10^{-2}$ eV nm.

The bond length and angle are roughly those of hexagonal boron nitride; the energy parameters are round model values. Classical motion is a poor assumption at 300 K: the highest model mode has a quantum of 0.171 eV, against $k_BT=0.026$ eV. Quantum statistics would reduce the heat capacity of these modes to 0.40 of its classical value. Coulomb forces are also omitted. For chosen charges $\pm e$ at the bond length, their stiffness scale $2e^2/(4\pi\varepsilon_0l_0^3)$ is 945 eV/nm², against $\phi''(l_0)=2490$ eV/nm². Pairwise Coulomb terms add nothing to $\mathbf D$ directly, but they would alter the motion and the total flux. The restriction to the plane also matters. Small random out-of-plane displacements of 0.005 nm rms change the ratio 0.701 by less than its standard error, but the flat model flake has no harmonic stiffness out of the plane. Left free in three dimensions at 300 K, it buckles by about 0.037 nm rms, and the two ratios rise to about 0.76 and 0.29. A real sheet has a bending stiffness that this model lacks, so neither case represents its bending waves. The flux ratios compare instantaneous sizes, whereas conductivity depends on how the current is correlated in time, so they are not conductivity errors. The ratios also depend on the size of the flake: in the planar harmonic limit the first falls from 0.71 for 24 atoms to 0.67, 0.66 and 0.65 for 54, 96 and 150 atoms, and the second falls from 0.25 to 0.23, so the 24-atom values are not bulk values.
